# When does a Hatano-Nelson eigenvalue leave the real axis?

**Question**

I have a disordered ring with an imaginary gauge field $h\ge 0$,

$$H(h)=\sum_{n=1}^{N}\Big[t e^{h}|n+1\rangle\langle n|+t e^{-h}|n\rangle\langle n+1|+V_n|n\rangle\langle n|\Big],$$

with $t>0$, real $V_n$ and site $N+1$ identified with site 1. I want to show that an eigenvalue becomes complex exactly when $h$ exceeds its Lyapunov exponent $\gamma$, so that the spectrum measures localization lengths.

My argument is that a state $e^{-\gamma|n-m|}$ centred on site $m$ turns into $e^{h(n-m)-\gamma|n-m|}$, which still decays both ways if $h<\gamma$. But this says nothing about why the eigenvalue turns complex afterwards. Worse, in small rings the top eigenvalue stays real however large I make $h$. What is the correct statement, and how do I prove it?

**Answer**

Your top eigenvalue is a real exception, and "exactly" needs care too. At finite $N$ there are sharp thresholds, but they belong to pairs of levels. They become Lyapunov exponents only in the long-ring limit.

**1. Move $h$ into the boundary condition**

The eigenvalue equation is

$$t e^{h}\psi_{n-1}+t e^{-h}\psi_{n+1}+V_n\psi_n=E\psi_n .$$

Put $\psi_n=e^{hn}\phi_n$ and divide by $e^{hn}$. The factors $e^{\pm h}$ cancel:

$$t\phi_{n-1}+t\phi_{n+1}+V_n\phi_n=E\phi_n,\qquad \phi_{n+N}=e^{-Nh}\phi_n .$$

The second equation comes from $\psi_{n+N}=\psi_n$. One step of the recursion is

$$\begin{pmatrix}\phi_{n+1}\\ \phi_n\end{pmatrix}=\begin{pmatrix}(E-V_n)/t&-1\\1&0\end{pmatrix}\begin{pmatrix}\phi_n\\ \phi_{n-1}\end{pmatrix}.$$

Let $M(E)$ be the product of the $N$ matrices. Each has determinant 1, so $\det M=1$. An eigenstate requires $M$ to have the eigenvalue $e^{-Nh}$; the other is then $e^{Nh}$. Hence

$$D(E)\equiv\mathrm{Tr}\,M(E)=2\cosh Nh .$$

$D$ is a real polynomial with leading term $(E/t)^N$, independent of $h$. At $h=0$ its solutions are the real levels $E_k$ of a symmetric matrix, so

$$P(E)\equiv D(E)-2=\prod_{k=1}^{N}\frac{E-E_k}{t},\qquad P(E)=2\cosh Nh-2. \tag{1}$$

For the factorization to count multiplicities correctly, note that in $\det(E-H)$ the field survives only in the two terms that hop right round the ring. Together they give $-2t^N\cosh Nh$, since the cycle sign $(-1)^{N-1}$ multiplies $(-t)^N$. The rest, divided by $t^N$, equals $D$ at the eigenvalues for every $h$. That is infinitely many energies, so the two polynomials are identical.

**2. Count the real solutions**

Take the $E_k$ to be distinct, which holds with probability one for a continuous disorder distribution. For $h>0$ the right side of (1) is positive, so real eigenvalues can lie only where $P>0$.

Above the top level, $P$ rises monotonically from 0 to infinity. There is one real solution there for every $h$: **the top eigenvalue never leaves the axis**. For even $N$ the same holds below the bottom level.

Going down from the top, $P$ is negative in the first gap, positive in the second, and so on. Let $(E_a,E_b)$ be a gap with $P>0$. Inside it

$$\frac{d^2}{dE^2}\ln P=-\sum_k\frac{1}{(E-E_k)^2}<0,$$

so $P$ has a single maximum, at the energy $E_c$ where $\sum_k 1/(E_c-E_k)=0$. Equation (1) has two solutions in the gap while its right side is below $P(E_c)$, and none once it is above. The two eigenvalues meet at $E_c$ and become a complex conjugate pair when

$$\boxed{\,h_c=\frac1N\,\mathrm{arccosh}\!\left(1+\frac{P(E_c)}{2}\right)} \tag{2}$$

They do not return, because the right side of (1) keeps growing with $h$.

Just above threshold, expand both sides of (1):

$$P(E_c)-\tfrac12|P''(E_c)|(E-E_c)^2\simeq P(E_c)+2N\sinh(Nh_c)\,(h-h_c).$$

Thus $(E-E_c)^2$ is negative, and to leading order

$$|\mathrm{Im}\,E|\simeq\sqrt{\frac{4N\sinh(Nh_c)\,(h-h_c)}{|P''(E_c)|}} .$$

**3. Where the decay rate enters**

Well below threshold, linearize $P$ at a level $E_j$. The shift is

$$E_j(h)-E_j\simeq\frac{2\cosh Nh-2}{P'(E_j)},\qquad t|P'(E_j)|=\prod_{k\ne j}\frac{|E_j-E_k|}{t}\equiv e^{N\gamma_j}.$$

For $Nh\gg1$ its size is about $t\,e^{N(h-\gamma_j)}$. This estimate holds only while the shift is small compared with the distance to the neighbouring level, so in a finite ring a pair can meet before $h$ reaches either of its $\gamma_j$.

To see that such a product of level distances measures decay, cut the ring into an open chain with levels $\epsilon_j$ and real normalized states $\varphi_j$. The end-to-end element of $(E-H_{\rm open})^{-1}$ can be written in two ways:

$$\sum_j\frac{\varphi_j(1)\varphi_j(N)}{E-\epsilon_j}=\frac{t^{N-1}}{\prod_k(E-\epsilon_k)} .$$

The numerator on the right is a cofactor: a triangular determinant $(-t)^{N-1}$ times the sign $(-1)^{N+1}$. Equating residues at $\epsilon_j$,

$$|\varphi_j(1)\varphi_j(N)|=\prod_{k\ne j}\frac{t}{|\epsilon_j-\epsilon_k|}.$$

A state decaying as $e^{-|n-m|/\xi}$ has end amplitudes whose product scales as $e^{-(m-1)/\xi}e^{-(N-m)/\xi}=e^{-(N-1)/\xi}$, wherever its centre $m$ is. In the open chain the level product therefore gives $1/\xi$. For the ring this serves as a guide; the limit itself is derived in section 4.

At finite $N$ the two levels of a pair can have different $\gamma_j$. With $s=E_b-E_a$, write $P=(E-E_a)(E_b-E)R(E)$. Then $|P'|=sR$ at either end of the gap. Since $\ln R$ is concave, $R$ at the midpoint is no smaller than its lesser end value, so

$$P(E_c)\ge\frac{s}{4}\min\big(|P'(E_a)|,|P'(E_b)|\big). \tag{3}$$

**4. The long-ring limit**

Let the $V_n$ be independent and identically distributed, with a bounded range and a bounded probability density. I use three standard facts for this model: $\gamma(E)=\lim N^{-1}\ln\|M(E)\|$ is positive, it is continuous, and gaps shorter than $\delta/N$ form a fraction of all gaps that vanishes as $\delta\to0$.

*Growth and levels.* The entries of $M$ are, up to sign and powers of $t$, characteristic polynomials of open segments missing at most two sites. Removing a site or closing the ring changes the number of levels below any energy by a bounded amount. Off the real axis $\ln|E-E'|$ is smooth in $E'$, so these entries and $P$ share one growth rate. With $\rho$ the limiting density of levels per site,

$$\gamma(E)=\int\rho(E')\ln\frac{|E-E'|}{t}\,dE' .$$

Both sides are subharmonic in complex $E$, hence fixed by their averages over small discs, so the equality extends to the real axis.

*Upper bound.* $N^{-1}\ln|P|$ is also subharmonic: its value at $E_c$ is at most its average over a disc around $E_c$. That average tends to the average of $\gamma$, which is close to $\gamma(E_c)$ for a small disc.

*Lower bound.* The logarithm is integrable, so on a real interval $N^{-1}\ln|P|\to\gamma$ in the mean. The energies where it falls below $\gamma-\varepsilon$ therefore have total length tending to zero. A gap containing any other energy $E$ has $P(E_c)\ge P(E)\ge e^{N(\gamma(E)-\varepsilon)}$. Gaps longer than $\delta/N$ that contain none number at most $N/\delta$ times a vanishing length, a vanishing fraction; shorter gaps are rare by assumption. Since the levels lie in a bounded range, only a bounded number of gaps exceed any fixed length. In all the others $E$ is close to $E_c$, and continuity lets $\gamma(E_c)$ replace $\gamma(E)$.

Finally, (2) reads $e^{Nh_c}+e^{-Nh_c}=2+P(E_c)$ with $0<e^{-Nh_c}\le1$, so

$$\ln[1+P(E_c)]\le Nh_c\le\ln[2+P(E_c)] .$$

Therefore $h_c\to\gamma(E_c)$ for all but a vanishing fraction of pairs. This is the correct form of your claim, and $1/h_c$ estimates the localization length of the amplitude; that of $|\psi|^2$ is half as long.

**5. Two cases that mark the limits**

*No disorder.* Plane waves give $E=2t(\cosh h\cos k-i\sinh h\sin k)$. Every level with $\sin k\neq0$ leaves at once. In the language above, $k$ and $-k$ are degenerate, the gap closes, and $h_c=0$, as it should for extended states.

*A real flux.* If the ring also carries a phase $\Phi$, the right side of the trace condition becomes $2\cosh(Nh+i\Phi)$, with imaginary part $2\sinh(Nh)\sin\Phi$. Real $E$ makes $D$ real, so for $\sin\Phi\ne0$ no eigenvalue is real at any $h>0$. Sharp thresholds need $\sin\Phi=0$. That means zero flux, or $\Phi=\pi$, where the condition is $D=-2\cosh Nh$ and the pairs that meet are those bounding gaps with $D<-2$.

**6. Numbers**

Take $V_n$ uniform in $[-2t,2t]$. In one ring of 101 sites, I follow a pair starting at $-1.00285t$ and $-0.94242t$. The maximum between them is $P(E_c)=4.807\times10^5$ at $E_c=-0.9878t$, so

$$h_c=\frac{\mathrm{arccosh}(1+2.404\times10^5)}{101}=\frac{13.083}{101}=0.1295 .$$

Diagonalizing $H(h)$ directly gives the same threshold. At $0.99h_c$ the pair is real, at $-0.99366t$ and $-0.98069t$; at $1.01h_c$ it is $(-0.98845\pm0.00664i)t$. Counting non-real eigenvalues between successive thresholds confirmed (2) for all 50 pairs of this ring.

The two level exponents are $0.179$ and $0.128$, so "its Lyapunov exponent" is ambiguous in a ring this short. The slopes of $P$ at the two levels differ by a factor $e^{101(0.1793-0.1276)}\approx190$. The bound (3) uses the smaller slope.

For the limit, compare 150 rings of 401 sites with $\gamma$ from long transfer recursions that involve neither a ring nor $h$. Values are per site, averaged over $\pm0.25t$, with standard errors:

| $E/t$ | mean $h_c$ | $\gamma$ |
|---|---|---|
| 0 | $0.153\pm0.001$ | $0.1586\pm0.0002$ |
| 1 | $0.202\pm0.002$ | $0.206\pm0.001$ |
| 2 | $0.353\pm0.002$ | $0.357\pm0.002$ |

At $E=0$ the localization length is $1/0.153=6.5$ sites from the thresholds and $6.3$ sites from $\gamma$. The thresholds follow the energy dependence but lie slightly low in all three windows. At $E=0$ the deficit is $0.0056$, or 3.5% of $\gamma$ and about four standard errors, so it is not plausibly sampling noise. The argument in section 4 proves convergence but gives no rate, and one ring size cannot show how the deficit shrinks with $N$.

Individual pairs scatter more. Near $E=0$ the standard deviation of $h_c$ is $0.042$ for 101 sites and $0.021$ for 401. The ratio $2.03$ agrees with $\sqrt{401/101}=1.99$, as expected if $\ln P(E_c)$ accumulates $N$ weakly correlated random contributions. A single threshold at 401 sites thus has a scatter of about 13% of the mean, so a good measurement needs longer rings or an average over many rings. Averaging pairs close in energy within one ring helps much less, because they share the same disorder: the standard error of $0.0013$ from 150 rings at $E=0$ means that the average over one ring's window still scatters by $0.0013\sqrt{150}\approx0.016$. The full set of values is in the numerical output below.

## Calculated quantities

```
full width of site-energy distribution: 4.0 t
real levels at h = 3, N = 12: 2; N = 13: 1
clean ring, N = 13, h = 0.05: non-real levels 12
single ring: N = 101 sites, pairs 50
smallest threshold in ring: 0.06958 per site
largest threshold in ring: 0.73757 per site
followed pair, lower level at h = 0: -1.002850 t
followed pair, upper level at h = 0: -0.942422 t
collision energy E_c: -0.987803 t
P(E_c): 4.80747e+05 (dimensionless)
h_c from maximum of P: 0.1295356 per site
h_c from non-Hermitian spectra: 0.1295356 per site
length 1/h_c of this pair: 7.720 sites
level exponent, lower level: 0.17934 per site
level exponent, upper level: 0.12759 per site
shift of lower level at h_c/3, spectrum: 1.0379e-06 t
shift of lower level at h_c/3, formula: 1.0378e-06 t
pair at 0.99 h_c: -0.993661 t and -0.980689 t
pair at 1.01 h_c: -0.988449 +- 0.006642 i t
|Im E| at h_c + 1e-6, spectrum: 1.8234e-04 t
|Im E| at h_c + 1e-6, formula: 1.8234e-04 t
ensemble: 150 rings of 401 sites, window half-width 0.25 t
window at E = 0 t:
  mean threshold: 0.1530 +- 0.0013 per site
  Lyapunov exponent: 0.1586 +- 0.0002 per site
  1/(mean threshold): 6.54 sites
  1/(Lyapunov exponent): 6.31 sites
window at E = 1 t:
  mean threshold: 0.2023 +- 0.0015 per site
  Lyapunov exponent: 0.2064 +- 0.0009 per site
  1/(mean threshold): 4.94 sites
  1/(Lyapunov exponent): 4.84 sites
window at E = 2 t:
  mean threshold: 0.3525 +- 0.0022 per site
  Lyapunov exponent: 0.3572 +- 0.0017 per site
  1/(mean threshold): 2.84 sites
  1/(Lyapunov exponent): 2.80 sites
threshold scatter at E = 0, N = 101: 0.0418 per site
threshold scatter at E = 0, N = 401: 0.0206 per site
ratio of scatters: 2.03
```
